# Dirac parity and the orbital momenta of large and small components: a program that tests the result

```python
"""
Result under test: for H = c alpha.p + beta m c^2 + V(r), the parity operator
is Pi = beta * (spatial inversion). A state with sharp j and sharp parity has
upper and lower components with orbital momenta l and l' that differ by one,
and its parity is (-1)^l, with l taken from the upper component.
Symbols: kappa = l for j = l-1/2, kappa = -l-1 for j = l+1/2;
chi(kappa, m) = spin-angular function; psi = (P chi_kappa, i Q chi_-kappa)/r.
Units: hbar = m = 1; atomic units for the tantalum ion.
"""
import numpy as np
from math import factorial, gamma as gamma_function, pi, sqrt
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import block_diag, null_space
from scipy.special import lpmv

rng = np.random.default_rng(7)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2, one4 = np.eye(2), np.eye(4)
alpha = [np.kron(sigma[0], s) for s in sigma]
beta = np.kron(sigma[2], one2)
Sigma = [np.kron(one2, s) for s in sigma]


def biggest(a):
    return float(np.max(np.abs(a)))


def random_points(count, r_min, r_max):
    d = rng.normal(size=(3, count))
    return d / np.linalg.norm(d, axis=0) * rng.uniform(r_min, r_max, count)


def partial(f, r, axis, h):
    """Fourth-order central difference of f along one Cartesian axis."""
    e = np.zeros((3, 1))
    e[axis] = h
    return (8 * (f(r + e) - f(r - e)) - f(r + 2 * e) + f(r - 2 * e)) / (12 * h)


def dirac(psi, c, potential, h):
    """Return the function H psi."""
    def result(r):
        value = psi(r)
        out = c**2 * (beta @ value) + potential(r) * value
        for i in range(3):
            out = out - 1j * c * (alpha[i] @ partial(psi, r, i, h))
        return out
    return result


def inversion(psi, matrix):
    return lambda r: matrix @ psi(-r)


def orbital(psi, i, h):
    j, k = (i + 1) % 3, (i + 2) % 3
    return lambda r: -1j * (r[j] * partial(psi, r, k, h)
                            - r[k] * partial(psi, r, j, h))


def total(psi, i, h):
    return lambda r: orbital(psi, i, h)(r) + 0.5 * (Sigma[i] @ psi(r))


# --- Which constant matrices S make S * inversion commute with H? ---
anti = [np.kron(a, one4) + np.kron(one4, a.T) for a in alpha]
comm = np.kron(beta, one4) - np.kron(one4, beta.T)
massive = null_space(np.vstack(anti + [comm]))
massless = null_space(np.vstack(anti))
assert massive.shape[1] == 1 and massless.shape[1] == 2
S = massive[:, 0].reshape(4, 4)
assert biggest(S / S[0, 0] - beta) < 1e-12

# --- Commutators acting on a trial spinor without any symmetry ---
coef = rng.normal(size=(3, 4, 3)) + 1j * rng.normal(size=(3, 4, 3))
const = rng.normal(size=(4, 1)) + 1j * rng.normal(size=(4, 1))


def trial(r):
    poly = const + coef[0] @ r + coef[1] @ r**2 + coef[2] @ (r * r[[1, 2, 0]])
    return poly * np.exp(-0.5 * np.sum(r**2, axis=0))


def central(r):
    return -1 / np.linalg.norm(r, axis=0)


def off_centre(r):
    return -1 / np.linalg.norm(r - np.array([[0], [0], [0.3]]), axis=0)


pts = random_points(40, 0.8, 2.0)
step = 1e-2


def parity_commutator(matrix, potential):
    a = dirac(inversion(trial, matrix), 1.0, potential, step)(pts)
    b = inversion(dirac(trial, 1.0, potential, step), matrix)(pts)
    return biggest(a - b) / biggest(b)


comm_beta = parity_commutator(beta, central)
comm_plain = parity_commutator(one4, central)
comm_off = parity_commutator(beta, off_centre)
assert comm_beta < 1e-10 and comm_plain > 0.1 and comm_off > 0.01

h_trial = dirac(trial, 1.0, central, step)
for i in range(3):
    scale = biggest(total(h_trial, i, step)(pts))
    dj = (dirac(total(trial, i, step), 1.0, central, step)(pts)
          - total(h_trial, i, step)(pts))
    dl = (dirac(orbital(trial, i, step), 1.0, central, step)(pts)
          - orbital(h_trial, i, step)(pts))
    dp = (total(inversion(trial, beta), i, step)(pts)
          - inversion(total(trial, i, step), beta)(pts))
    assert biggest(dj) / scale < 1e-5
    assert biggest(dl) / scale > 0.05
    assert biggest(dp) / scale < 1e-10


# --- Spherical harmonics and spin-angular functions ---
def harmonic(l, m, r):
    if abs(m) > l:
        return np.zeros(r.shape[1], dtype=complex)
    if m < 0:
        return (-1)**m * np.conj(harmonic(l, -m, r))
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
    cos_theta = r[2] / np.linalg.norm(r, axis=0)
    return norm * lpmv(m, l, cos_theta) * np.exp(1j * m * np.arctan2(r[1], r[0]))


def l_of(kappa):
    return kappa if kappa > 0 else -kappa - 1


def chi(kappa, m, r):
    l = l_of(kappa)
    a = sqrt((l + m + 0.5) / (2 * l + 1))
    b = sqrt((l - m + 0.5) / (2 * l + 1))
    up, down = (a, b) if kappa < 0 else (-b, a)
    return np.array([up * harmonic(l, round(m - 0.5), r),
                     down * harmonic(l, round(m + 0.5), r)])


for l in range(5):
    for m in range(-l, l + 1):
        assert biggest(harmonic(l, m, -pts)
                       - (-1)**l * harmonic(l, m, pts)) < 1e-12

# --- Common eigenspaces of J^2, J_z and parity, found by diagonalization ---
l_max = 4
lz_blocks, lp_blocks, l_list = [], [], []
for l in range(l_max + 1):
    m = np.arange(l, -l - 1, -1)
    lz_blocks.append(np.diag(m).astype(float))
    raise_elements = np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0))
    lp_blocks.append(np.diag(raise_elements, 1) if l else np.zeros((1, 1)))
    l_list += [l] * (2 * l + 1)
Lz, Lp = block_diag(*lz_blocks), block_diag(*lp_blocks)
L_space = [(Lp + Lp.T) / 2, (Lp - Lp.T) / 2j, Lz]
n_space = len(l_list)
L_full = [np.kron(one2, np.kron(a, one2)) for a in L_space]
J_full = [L_full[i] + 0.5 * np.kron(one2, np.kron(np.eye(n_space), sigma[i]))
          for i in range(3)]
L2 = sum(a @ a for a in L_full)
J2 = sum(a @ a for a in J_full)
orbital_sign = np.diag([(-1.0)**l for l in l_list])
plain_full = np.kron(one2, np.kron(orbital_sign, one2))
beta_full = np.kron(sigma[2], np.eye(2 * n_space))
unit = np.eye(4 * n_space)


def component_l(j, m, parity, parity_matrix):
    """Orbital momenta of the upper and lower parts of a common eigenspace."""
    parts = [J2 - j * (j + 1) * unit, J_full[2] - m * unit,
             parity_matrix - parity * unit]
    values, vectors = np.linalg.eigh(sum(a @ a for a in parts))
    space = vectors[:, values < 1e-9]
    assert space.shape[1] == 2
    signs, mix = np.linalg.eigh(space.conj().T @ beta_full @ space)
    assert biggest(signs - np.array([-1, 1])) < 1e-9
    found = []
    for column in (1, 0):
        v = space @ mix[:, column]
        square = np.vdot(v, L2 @ v).real
        assert biggest(L2 @ v - square * v) < 1e-8
        l_value = (sqrt(1 + 4 * max(square, 0.0)) - 1) / 2
        assert abs(l_value - round(l_value)) < 1e-7
        found.append(round(l_value))
    return found


table = []
for j in (0.5, 1.5, 2.5, 3.5):
    for parity in (1, -1):
        l_up, l_low = component_l(j, 0.5, parity, beta_full @ plain_full)
        kappa = round((l_up - j) * (2 * j + 1))
        assert abs(l_up - l_low) == 1 and l_up + l_low == round(2 * j)
        assert parity == (-1)**l_up
        assert l_low == l_of(-kappa)
        assert parity == int(np.sign(kappa)) * (-1)**abs(kappa)
        same = component_l(j, 0.5, parity, plain_full)
        assert same[0] == same[1]
        table.append((j, parity, kappa, l_up, l_low))


# --- Action of sigma.L, sigma.r/r and sigma.p on spin-angular functions ---
def sigma_p(f, r, h):
    return sum(-1j * (sigma[i] @ partial(f, r, i, h)) for i in range(3))


def radial(r):
    return np.exp(-r) * (1 + r**2)


def radial_slope(r):
    return np.exp(-r) * (2 * r - 1 - r**2)


R = np.linalg.norm(pts, axis=0)
for kappa in (-4, -3, -2, -1, 1, 2, 3):
    for m in np.arange(0.5 - abs(kappa), abs(kappa)):
        def angular(r):
            return chi(kappa, m, r)

        def full(r):
            return radial(np.linalg.norm(r, axis=0)) * chi(kappa, m, r)
        sl = sum(sigma[i] @ orbital(angular, i, 1e-3)(pts) for i in range(3))
        assert biggest(sl + (kappa + 1) * angular(pts)) < 1e-7
        sr = sum((sigma[i] @ angular(pts)) * pts[i] / R for i in range(3))
        assert biggest(sr + chi(-kappa, m, pts)) < 1e-11
        expected = 1j * (radial_slope(R) + (kappa + 1) * radial(R) / R)
        assert biggest(sigma_p(full, pts, 1e-3)
                       - expected * chi(-kappa, m, pts)) < 1e-7

# --- Sharp l but mixed j: sigma.p makes two orbital momenta ---
nodes, node_weights = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * (np.arange(24) + 0.5) / 24
ct, ph = [a.ravel() for a in np.meshgrid(nodes, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
sphere = np.array([st * np.cos(ph), st * np.sin(ph), ct])
sphere_weights = np.repeat(node_weights, 24) * 2 * pi / 24


def l_fractions(g):
    w = np.array([sum(np.sum(np.abs((g * np.conj(harmonic(l, m, sphere)))
                                    @ sphere_weights)**2)
                      for m in range(-l, l + 1)) for l in range(5)])
    return w / w.sum()


def p_shape(r):
    size = np.linalg.norm(r, axis=0)
    return size * np.exp(-size)


def mixed_j(r):
    y = p_shape(r) * harmonic(1, 0, r)
    return np.array([y, 0 * y])


mixed = l_fractions(sigma_p(mixed_j, sphere, 1e-3))
sharp = l_fractions(sigma_p(lambda r: p_shape(r) * chi(1, 0.5, r), sphere, 1e-3))
assert biggest(mixed - np.array([2 / 3, 0, 1 / 3, 0, 0])) < 1e-8
assert biggest(sharp - np.array([1, 0, 0, 0, 0])) < 1e-8

# --- One-electron tantalum ion, point nucleus ---
Z = 73
c = physical_constants["inverse fine-structure constant"][0]
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_pm = physical_constants["Bohr radius"][0] * 1e12
zeta = Z / c


class CoulombState:
    def __init__(self, n, kappa):
        self.kappa, nr = kappa, n - abs(kappa)
        self.g = sqrt(kappa**2 - zeta**2)
        self.energy = c**2 / sqrt(1 + (zeta / (self.g + nr))**2)
        self.decay = sqrt(c**4 - self.energy**2) / c
        a, b = (c**2 + self.energy) / c, (c**2 - self.energy) / c
        series = [np.array([zeta, self.g + kappa])]
        for k in range(1, nr + 1):
            p, q = series[-1]
            left = np.array([[self.g + k + kappa, -zeta],
                             [zeta, self.g + k - kappa]])
            right = np.array([self.decay * p + a * q, self.decay * q + b * p])
            series.append(np.linalg.solve(left, right))
        self.series = np.array(series)
        weights = np.zeros(2)
        for i, u in enumerate(self.series):
            for k, v in enumerate(self.series):
                s = 2 * self.g + i + k + 1
                weights += u * v * gamma_function(s) / (2 * self.decay)**s
        self.series = self.series / sqrt(weights.sum())
        self.large, self.small = weights / weights.sum()

    def radial_pair(self, r):
        front = r**self.g * np.exp(-self.decay * r)
        return [front * sum(u[i] * r**k for k, u in enumerate(self.series))
                for i in (0, 1)]

    def spinor(self, r):
        size = np.linalg.norm(r, axis=0)
        P, Q = self.radial_pair(size)
        return np.concatenate([P / size * chi(self.kappa, 0.5, r),
                               1j * Q / size * chi(-self.kappa, 0.5, r)])


def nuclear(r):
    return -Z / np.linalg.norm(r, axis=0)


ion_pts = random_points(60, 0.01, 0.08)


def residual(psi, energy):
    value = psi(ion_pts)
    return (biggest(dirac(psi, c, nuclear, 2e-5)(ion_pts) - energy * value)
            / (c**2 * biggest(value)))


def measured_sign(before, after):
    ratio = np.vdot(before, after) / np.vdot(before, before)
    assert biggest(after - ratio * before) < 1e-10 * biggest(before)
    assert abs(ratio.imag) < 1e-10 and abs(abs(ratio.real) - 1) < 1e-10
    return round(ratio.real)


states = {"1s1/2": CoulombState(1, -1), "2s1/2": CoulombState(2, -1),
          "2p1/2": CoulombState(2, 1), "2p3/2": CoulombState(2, -2)}
report = []
for name, state in states.items():
    assert residual(state.spinor, state.energy) < 1e-8
    assert abs(state.large - state.small - state.energy / c**2) < 1e-10
    here, there = state.spinor(ion_pts), state.spinor(-ion_pts)
    parity = measured_sign(here, beta @ there)
    up = measured_sign(here[:2], there[:2])
    low = measured_sign(here[2:], there[2:])
    l, lp = l_of(state.kappa), l_of(-state.kappa)
    assert parity == (-1)**l == up == -low
    mean_l2 = state.large * l * (l + 1) + state.small * lp * (lp + 1)
    report.append((name, state, l, lp, parity, up, low, mean_l2))

s_state, p_state = states["2s1/2"], states["2p1/2"]


def mixture(r):
    return (s_state.spinor(r) + p_state.spinor(r)) / sqrt(2)


assert residual(mixture, p_state.energy) < 1e-8
here, there = mixture(ion_pts), beta @ mixture(-ion_pts)
assert min(biggest(there - here), biggest(there + here)) > 0.1 * biggest(here)

# Radius at which the two components of 2p1/2 have equal density
(p0, q0), (p1, q1) = p_state.series
r_equal = (q0 - p0) / (p1 - q1)
directions = random_points(20, 1.0, 1.0)


def density_ratio(radius):
    value = np.abs(p_state.spinor(radius * directions))**2
    ratios = value[2:].sum(axis=0) / value[:2].sum(axis=0)
    assert np.ptp(ratios) < 1e-9 * ratios.max()
    return float(ratios.mean())


assert abs(density_ratio(r_equal) - 1) < 1e-9
for factor in np.linspace(0.02, 0.98, 25):
    assert density_ratio(factor * r_equal) > 1
for factor in np.linspace(1.02, 30, 60):
    assert density_ratio(factor * r_equal) < 1
ratio_origin = density_ratio(1e-9)
assert abs(ratio_origin / ((1 + p_state.g) / zeta)**2 - 1) < 1e-5
inside = [quad(lambda r: p_state.radial_pair(r)[i]**2, 0, r_equal,
               epsabs=1e-13)[0] for i in (0, 1)]
assert inside[1] > inside[0]

# --- Output ---
print(f"matrices S allowed, with mass: {massive.shape[1]}; "
      f"without mass: {massless.shape[1]}")
print(f"relative commutator with H, beta*inversion: {comm_beta:.0e}")
print(f"relative commutator with H, plain inversion: {comm_plain:.2f}")
print(f"same, beta*inversion, off-centre potential: {comm_off:.2f}")
print("Common eigenspaces of J^2, J_z, parity (dimensionless):")
for j, parity, kappa, l_up, l_low in table:
    print(f" j={j} parity={parity:+d} kappa={kappa:+d} "
          f"l upper={l_up} l lower={l_low}")
print("sigma.p on r exp(-r) times l=1 function, at r=1:")
print(f" Y10 spin up: fraction l'=0 {mixed[0]:.4f}, l'=2 {mixed[2]:.4f}")
print(f" j=1/2: fraction l'=0 {sharp[0]:.4f}, l'=2 {abs(sharp[2]):.4f}")
print(f"Ta72+ ion: Z = {Z}, c = {c:.6f} a.u., Z/c = {zeta:.6f}")
print(f"gamma for |kappa|=1: {p_state.g:.6f}; "
      f"for |kappa|=2: {states['2p3/2'].g:.6f}")
for name, state, l, lp, parity, up, low, mean_l2 in report:
    print(f"{name}: kappa={state.kappa:+d}, l={l}, l'={lp}, parity={parity:+d}")
    print(f" inversion sign: upper {up:+d}, lower {low:+d}")
    print(f" E - mc^2 = {state.energy - c**2:.4f} hartree, "
          f"E/mc^2 = {state.energy / c**2:.6f}")
    print(f" weight upper {state.large:.6f}, lower {state.small:.6f}")
    print(f" <L^2> = {mean_l2:.6f} hbar^2")
print(f"2p1/2: E - mc^2 = {(p_state.energy - c**2) * hartree_ev:.1f} eV")
print(f"2p1/2 decay constant lambda = {p_state.decay:.4f} 1/bohr")
print("2p1/2 density ratio lower/upper (dimensionless):")
print(f" r -> 0: {ratio_origin:.4f}")
for radius in (0.001, 0.01, 0.05):
    print(f" r = {radius} bohr: {density_ratio(radius):.5f}")
print(f"2p1/2 equal-density radius = {r_equal:.6f} bohr "
      f"= {r_equal * bohr_pm:.4f} pm")
print(f" probability inside: upper {inside[0]:.3e}, lower {inside[1]:.3e}")
print("every check passed")
```

Printed output:

```
matrices S allowed, with mass: 1; without mass: 2
relative commutator with H, beta*inversion: 7e-16
relative commutator with H, plain inversion: 1.33
same, beta*inversion, off-centre potential: 0.21
Common eigenspaces of J^2, J_z, parity (dimensionless):
 j=0.5 parity=+1 kappa=-1 l upper=0 l lower=1
 j=0.5 parity=-1 kappa=+1 l upper=1 l lower=0
 j=1.5 parity=+1 kappa=+2 l upper=2 l lower=1
 j=1.5 parity=-1 kappa=-2 l upper=1 l lower=2
 j=2.5 parity=+1 kappa=-3 l upper=2 l lower=3
 j=2.5 parity=-1 kappa=+3 l upper=3 l lower=2
 j=3.5 parity=+1 kappa=+4 l upper=4 l lower=3
 j=3.5 parity=-1 kappa=-4 l upper=3 l lower=4
sigma.p on r exp(-r) times l=1 function, at r=1:
 Y10 spin up: fraction l'=0 0.6667, l'=2 0.3333
 j=1/2: fraction l'=0 1.0000, l'=2 0.0000
Ta72+ ion: Z = 73, c = 137.035999 a.u., Z/c = 0.532707
gamma for |kappa|=1: 0.846300; for |kappa|=2: 1.927751
1s1/2: kappa=-1, l=0, l'=1, parity=+1
 inversion sign: upper +1, lower -1
 E - mc^2 = -2886.3133 hartree, E/mc^2 = 0.846300
 weight upper 0.923150, lower 0.076850
 <L^2> = 0.153700 hbar^2
2s1/2: kappa=-1, l=0, l'=1, parity=+1
 inversion sign: upper +1, lower -1
 E - mc^2 = -736.0014 hartree, E/mc^2 = 0.960807
 weight upper 0.980403, lower 0.019597
 <L^2> = 0.039193 hbar^2
2p1/2: kappa=+1, l=1, l'=0, parity=-1
 inversion sign: upper -1, lower +1
 E - mc^2 = -736.0014 hartree, E/mc^2 = 0.960807
 weight upper 0.980403, lower 0.019597
 <L^2> = 1.960807 hbar^2
2p3/2: kappa=-2, l=1, l'=2, parity=-1
 inversion sign: upper -1, lower +1
 E - mc^2 = -678.3781 hartree, E/mc^2 = 0.963875
 weight upper 0.981938, lower 0.018062
 <L^2> = 2.072249 hbar^2
2p1/2: E - mc^2 = -20027.6 eV
2p1/2 decay constant lambda = 37.9889 1/bohr
2p1/2 density ratio lower/upper (dimensionless):
 r -> 0: 12.0123
 r = 0.001 bohr: 6.59084
 r = 0.01 bohr: 0.48177
 r = 0.05 bohr: 0.00406
2p1/2 equal-density radius = 0.006512 bohr = 0.3446 pm
 probability inside: upper 7.710e-04, lower 1.233e-03
every check passed
```
